Optical-phonon deformation coupling at Γ: forbidden for s, allowed for p

**Q:** In a zone-centre optical mode the two sublattices of silicon or a zinc-blende crystal move against each other, so bond lengths change at once. Yet I am told that an electron in an s-like Γ minimum does not respond to this at lowest order, while a hole does. What does "lowest order" mean here?

**A:** Let u be the displacement of sublattice B relative to sublattice A, the same in every cell, and expand the electronic Hamiltonian:

H(u) = H₀ + Σᵢ uᵢ Dᵢ + O(u²), Dᵢ = ∂H/∂uᵢ at u = 0.

The deformation coupling is the matrix element of Dᵢ between band states. It is of first order in u. "Lowest order" refers to wavevectors and means zeroth order in them: both the electron wavevector k and the phonon wavevector q are set to zero. I take u to act through short-range changes of the bonds. The long-range electric field of a polar crystal is a separate matter.

**Q:** What does symmetry say about Dᵢ?

**A:** Take the 24 operations g of the tetrahedral group Td about an atom. Each maps A atoms to A atoms and B atoms to B atoms, so the displaced crystal becomes one displaced by gu. If U represents g on the electron states,

U H(u) U⁻¹ = H(gu).

Comparing the terms linear in u gives

U Dₐ U⁻¹ = Σᵢ gᵢₐ Dᵢ.

Multiply by gⱼₐ and sum over a. Since g is orthogonal, Σₐ gⱼₐ gᵢₐ = δᵢⱼ, and

Dⱼ = Σₐ gⱼₐ U Dₐ U⁻¹.

The three operators transform as the components of a vector.

For a nondegenerate level, U changes |s⟩ by a phase, which cancels between bra and ket. The numbers vᵢ = ⟨s|Dᵢ|s⟩ then obey

vⱼ = Σₐ gⱼₐ vₐ for every g.

A half-turn about z has g = diag(−1, −1, 1), so v_x = −v_x and v_y = −v_y: both vanish. A half-turn about x removes v_z. A tetrahedral site has no preferred direction, so an s-like level has no vector to offer.

**Q:** Does electron spin spoil this?

**A:** No. The level is then a spin doublet, and within it Dᵢ = vᵢ·1 + Σⱼ wᵢⱼ σⱼ. A static displacement does not distinguish the two directions of time, whereas the Pauli matrices σⱼ change sign under time reversal, so wᵢⱼ = 0. The remaining vᵢ is half the trace of Dᵢ over the doublet. The operations map the doublet onto itself, so this trace obeys the same vector equation and vanishes.

**Q:** Why does the argument fail for p-like holes?

**A:** Three p-like states |x⟩, |y⟩, |z⟩ carry directions of their own. Put Tᵢⱼₖ = ⟨j|Dᵢ|k⟩. With U⁻¹|k⟩ = Σ_c g_kc |c⟩, the vector law becomes

Tᵢⱼₖ = Σ_abc gᵢₐ gⱼ_b gₖ_c T_abc.

The half-turn about z multiplies an element by −1 for each index equal to x or y. A surviving element therefore needs an even total number of x and y indices. The other half-turns require the same of y and z, and of z and x. The numbers of x, y and z indices must then be all even or all odd, and since they add up to three, each is one. Six elements remain, the permutations of xyz. Td also contains the mirror that exchanges x with y and the rotation that cycles x, y, z, both without sign changes. Together they carry any of the six elements into any other, so all six are equal:

⟨j|Dᵢ|k⟩ = D |εᵢⱼₖ|.

One real constant D is allowed. For u along z the perturbation is

u D (|x⟩⟨y| + |y⟩⟨x|),

with eigenvalues +Du, −Du and 0. The triplet splits linearly, while its mean energy stays put to first order. Symmetry permits D but does not give its size.

**Q:** Can I see the same thing in the bonds?

**A:** Use one s and three p orbitals per atom with nearest-neighbour hopping. The four bonds from an A atom to its B neighbours are

δ = (d/√3) × {(1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1)}.

Let every hopping energy scale as (d/r)ⁿ with bond length r, and keep the on-site energies fixed.

The s-like conduction level at Γ is the antibonding state (s_A − s_B)/√2. Its energy contains the sum of V_ss(r) over the four bonds. The derivative of that sum with respect to uᵢ is V′_ss(d) Σ δᵢ/d, which is zero because the bond vectors add to zero. Each bond does change, but the four contributions cancel.

For p orbitals, the hopping between x on A and y on B is, per bond,

h_xy = W dⁿ xy / rⁿ⁺², W = V_ppσ − V_ppπ.

Its derivative along z, taken at r = d, is

∂h_xy/∂z = −(n+2) W xyz / d⁴.

The product xyz equals +d³/(3√3) on all four bonds, so nothing cancels:

Σ ∂h_xy/∂z = −4(n+2)W / (3√3 d).

The valence states are bonding combinations such as (x_A − x_B)/√2. Between the x and y combinations, the A–B and B–A terms each enter with weight −1/2, which reverses the sign:

D = 4(n+2)(V_ppσ − V_ppπ) / (3√3 d).

**Q:** Put in numbers for silicon.

**A:** I take rough round values in its regime: d = 0.235 nm, V_ppσ = 4.0 eV, V_ppπ = −1.2 eV and n = 2. Then W = 5.2 eV and

D = 4 × 4 × 5.2 eV / (3√3 × 0.235 nm) ≈ 68 eV/nm = 6.8 × 10⁸ eV/cm.

With an on-site s energy of −7.2 eV and V_ss = −2.0 eV, the s-like level lies at −7.2 + 4 × 2.0 = 0.8 eV. The p-like valence level lies at −4(V_ppσ + 2V_ppπ)/3 = −2.13 eV. Numerical differentiation of the full eight-orbital Hamiltonian reproduces the formula for D with n = 2 and n = 3, and gives zero for the s-like level.

This s-like level is a contrast case. Silicon's conduction minima lie away from Γ, on the cubic axes, so its conduction electrons need a symmetry argument of their own, given further below.

**Q:** How far do the atoms move at room temperature?

**A:** The relative motion of two atoms of mass M has reduced mass μ = M/2. For an oscillator of frequency ω and mean phonon number n_ph,

⟨uᵢ²⟩ = (2n_ph + 1) ħ/(2μω).

Take M = 28 u and ħω = 63 meV. The zero-point part is 23.7 pm², and at 300 K n_ph = 0.096, so

u_rms = √(1.19 × 23.7 pm²) ≈ 5.3 pm.

If every cell were frozen at this displacement along z, the p-like triplet would split by

2Du = 2 × 68.1 eV/nm × 0.00531 nm ≈ 0.72 eV.

The s-like level would shift by 1.4 meV. Doubling a small u multiplies that shift by 4.0, so it is quadratic, as it may be because u² is a scalar. The uniform displacement is only a measuring device: in a crystal at 300 K the motion is spread over many modes, and the band edge does not split by 0.7 eV.

**Q:** Real holes have spin-orbit coupling. What becomes of the triplet?

**A:** Its six spin states separate into a J = 3/2 quartet at the band top and a J = 1/2 pair, the split-off band, lower by Δ. Let P₃ and P₁ project onto them. The spin-doublet argument above applies unchanged to the J = 1/2 pair, so

P₁ Dᵢ P₁ = 0.

A split-off hole at Γ has no coupling within its own band. "p-like holes scatter" is therefore a statement about the quartet and about transitions between the two groups.

The strengths follow from traces. From the explicit matrices, D_z² = D²(|x⟩⟨x| + |y⟩⟨y|), and summing over the three directions gives

Σᵢ Dᵢ² = 2D²·1.

On the J = 1/2 pair the trace of this is 4D². All of it must come from transitions to the quartet:

Σᵢ Tr(P₁ Dᵢ P₃ Dᵢ) = 4D².

On the quartet the total trace is 4 × 2D² = 8D². Transitions to the pair account for 4D², because the trace above is the same read in either order. The remaining 4D² stays inside the quartet. The sum over i is invariant under the group and the quartet is irreducible, so by Schur's lemma each part is a multiple of the identity:

Σᵢ P₃ Dᵢ P₃ Dᵢ P₃ = D² P₃,
Σᵢ P₃ Dᵢ P₁ Dᵢ P₃ = D² P₃.

Half the squared coupling of a band-top hole leads back into the heavy and light bands, and half leads to the split-off band if energy allows.

**Q:** How do I turn this into a scattering rate?

**A:** Use the golden rule. With N cells, one mode has squared amplitude ħ/(2Nμω), multiplied by n_ph for absorption and n_ph + 1 for emission. The sum over final wavevectors is V∫d³k′/(2π)³, and V/N is the cell volume V_c. Let ρ(E) be the matrix density of states per volume,

ρ(E) = Σ_bands ∫ d³k/(2π)³ δ(E − E_k) |k⟩⟨k|,

where |k⟩ is the six-component spin-orbital state. Averaged over the initial states at energy E, the absorption rate is

R_abs = (2π/ħ) (ħ/2μω) V_c n_ph K(E, E+ħω),

K(E, E′) = Σᵢ Tr[ρ(E) Dᵢ ρ(E′) Dᵢ] / Tr ρ(E).

Emission has n_ph + 1 and E′ = E − ħω. I keep Dᵢ and ω at their zone-centre values, with one ω for all three modes, and count hole energies downward from the band top.

In the limit of large Δ and spherical bands E = Bk², one band has the density of wavevectors G(E) = √E/(4π² B^(3/2)). Averaged over directions, the two heavy states out of four give half the identity, and so do the two light ones. Hence ρ = ½(G_heavy + G_light)P₃, and the first quartet sum gives

K = (D²/2)[G_heavy(E′) + G_light(E′)].

**Q:** Silicon's valence bands are neither spherical nor widely split. What then?

**A:** Along a direction with unit vector e, write the hole Hamiltonian as k²A + S, where S = ΔP₁. With Luttinger parameters γ₁, γ₂, γ₃ and free-electron mass m, A acts on the orbitals as

A_xx = (ħ²/2m)[γ₁ − 2γ₂ + 6γ₂ e_x²], A_xy = (ħ²/2m) 6γ₃ e_x e_y,

and cyclically. At fixed E, the equation

(E − S)ψ = w Aψ

gives w = k² directly. Normalise ψ†Aψ = 1. Then dE/dw = ψ†Aψ/ψ†ψ = 1/ψ†ψ, and k²dk = (√w/2)dw. The normalised projector is ψψ†/ψ†ψ, so the factors ψ†ψ cancel:

ρ(E) = (1/8π³) ∫dΩ Σ_(w>0) (√w/2) ψψ†.

I use rough values γ = (4.3, 0.3, 1.4) and Δ = 44 meV. At 100 meV the trace of ρ is 2.61 /(eV nm³), spin included. A direct count of states on a grid of wavevectors, in a 20 meV window around that energy, agrees within 4% of this value.

**Q:** What rate comes out?

**A:** First an estimate by hand for a hole at 40 meV that absorbs a phonon. Replace ρ near 100 meV by its trace shared equally among six states. Then, from Σᵢ Dᵢ² = 2D²,

K ≈ 2 × (68.1)² × 2.61/6 ≈ 4.0 × 10³ eV/nm⁵.

With V_c = 0.0400 nm³ and 2π/ħ = 9.55 × 10¹⁵ /(eV s),

R_abs ≈ 9.55 × 10¹⁵ × 23.7 × 10⁻⁶ × 0.0400 × 0.0958 × 4.0 × 10³ ≈ 3.5 × 10¹² s⁻¹.

The full matrix calculation also gives 3.5 × 10¹² s⁻¹. This hole cannot emit, since 40 meV is less than 63 meV.

At 100 meV absorption gives 4.6 × 10¹² s⁻¹ and emission 1.9 × 10¹³ s⁻¹, a ratio of 4.1. The phonon factors alone would give (n_ph + 1)/n_ph = 11.4. The difference lies in the final states: emission ends at 37 meV, where there are fewer states and the split-off band is closed, and absorption ends at 163 meV.

The thermal mean rate at 300 K is 7 × 10¹² s⁻¹, whose inverse is 0.14 ps. These collisions also relax momentum fully in this model. The Hamiltonian contains k′ only in second order, so k′ and −k′ have the same spin-orbital states and are reached equally often, which leaves zero mean velocity after a collision. This is still not a mobility: acoustic phonons, impurities, carrier–carrier collisions and screening are left out.

**Q:** My electrons are not at k = 0 precisely. How soon does the s-like coupling return?

**A:** Leave spin-orbit coupling aside, and expand the s-like element in the initial and final wavevectors k and k′ = k + q. At q = 0 it equals ∂E(k)/∂uᵢ. Time reversal makes E(k) = E(−k) even in the displaced crystal, so no term linear in k survives there. A linear term can then contain q alone, and the tetrahedral group permits one proportional to i q·u. Diamond has an inversion that exchanges the sublattices. It leaves the relative displacement unchanged but reverses q, which forbids this term too.

The model agrees. When all wavevectors double, the diamond coupling grows by a factor of 4.0. With on-site energies shifted by +1 eV on one sublattice and −1 eV on the other, to imitate zinc blende, it grows by 2.0, and by 4.0 if q = 0. These three figures use n = 3, because for n = 2 the s–p bond derivatives Σ∂(z/r³)/∂z = 4/d³ − 3(4/3)/d³ happen to cancel. The model moves the two sublattices by equal and opposite amounts, −u/2 and +u/2. The linear term then arises only through these s–p derivatives: a small wavevector mixes p orbitals into the s-like state, and the displacement couples these back to its s part. With n = 2 the linear term is then absent. In a real zinc-blende crystal the two masses differ and the sublattices move by unequal amounts, which brings in a linear term even for n = 2.

For size, take the diamond model with n = 2, where the s-like band has mass 0.28 m, and let an electron at 100 meV emit a phonon. Its mean squared coupling, summed over the three modes, is about 10⁻⁴ of the value 2D² for a p-like state at Γ without spin-orbit coupling. This compares couplings, not rates, which also depend on the densities of states.

**Q:** When must I not use the rule at all?

**A:** First, do not carry it over to valleys elsewhere in the zone without a new symmetry argument. At L, with k = (π/a)(1,1,1) and a the lattice constant, the hopping phase k·δ is 3π/4 on one bond and −π/4 on the other three. The first bond thus enters with the opposite sign, and the bond forces no longer cancel. The model's s-like conduction state at L, with 63% s weight, has a coupling of 24 eV/nm at zeroth order. That it is nonzero follows from symmetry, but the size is the model's: an LDA calculation for silicon gives 11–12 eV/nm.

In a nondegenerate valley on a cubic axis, such as silicon's conduction minima, the coupling within the valley vanishes again. For k along x, the half-turn about x leaves only u_x. The fourfold rotoinversion about x reverses both k and u_x, and time reversal then restores k. The energy is therefore even in u_x and has no linear term. Transitions between different valleys need phonons with q well away from zero and are a separate matter.

Second, for the macroscopic field in polar crystals. A longitudinal displacement carries a polarisation P. With no free charge, iq·(−iqεφ + P) = 0, where ε is the permittivity without the lattice response, so

φ = −i q·P/(ε q²).

This potential grows as 1/q and acts on s-like and p-like carriers alike. The Td argument assumed a regular limit at q = 0, which φ does not have. An electron in a zinc-blende Γ minimum can therefore scatter from polar optical phonons although its deformation coupling vanishes.

**Q:** How far should I trust the hole numbers for real silicon?

**A:** The bond length, phonon energy, atomic mass and spin-orbit splitting are close to silicon's. The hopping energies are cruder. The model separates the two p-like levels at Γ by 4.3 eV, against roughly 3.4 eV in silicon, and puts the s-like level between them, whereas in silicon it lies above the upper one. The selection rule does not depend on this, but D does depend on the model: n = 3 instead of 2 gives 85 eV/nm and raises all the rates by a factor 1.56. Both values are probably too high for silicon: a self-consistent local-density (LDA) frozen-phonon calculation gives D ≈ 49 eV/nm, stable to about 1 eV/nm against cutoff and k mesh, which would roughly halve every rate quoted here and the level width below. The rounding of the Luttinger parameters matters too, because the heavy mass along [110] depends on the small difference γ₁ + γ₂ − 3γ₃. The set (4.285, 0.339, 1.446) raises the density of states at 100 meV from 2.61 to 3.25 /(eV nm³), the rates by about 25%, and the effective density of states from 2.2 to 2.6 × 10¹⁹ per cm³. At wavevectors of 1 nm⁻¹ the squared p-like coupling, averaged over the three bands, is 8% below its Γ value. Holes at 100 meV have larger wavevectors, typically 1.6 nm⁻¹, but letting the coupling vary with wavevector in this model lowers the rates quoted at 40 and 100 meV by less than 10%. At 100 meV the level width ħR is 15 meV, about a quarter of the phonon energy, so sharp energy conservation is itself approximate. A device running at 400 K doubles the 40 meV absorption rate, with bands and phonon energy held fixed. Doping matters as well: at 10¹⁶ holes per cm³ the band-edge occupation is about 5 × 10⁻⁴ and final states are free, but a contact with 10²⁰ per cm³ exceeds the effective density of states, 2 × 10¹⁹ per cm³, and there the occupation of final states must be included. The numerical output below lists most of the model values behind these estimates.

Computed values

```
INPUTS (rough, regime of silicon)
bond length 0.235 nm; lattice constant 0.5427 nm
on-site energies s, p: -7.2, 0.0 eV
hopping ss, sp: -2.0, 2.5 eV
hopping pp sigma, pp pi: 4.0, -1.2 eV
phonon energy 63 meV; atomic mass 28 u
temperature 300 K; spin-orbit splitting 44 meV
Luttinger parameters (no unit): 4.3 0.3 1.4
GROUP COUNTS (number of allowed constants)
s-like 0; s-like with spin 0; p-like 1
GAMMA LEVELS AND COUPLINGS
p-like valence level -2.133 eV
s-like level 0.800 eV; s weight 1.000
upper p-like level 2.133 eV
largest s-like coupling found 0.0e+00 eV/nm
p-like D, exponent 2: 68.14 eV/nm = 6.814e+08 eV/cm
p-like D, exponent 3: 85.17 eV/nm
s-like state at L: s weight 0.63, coupling 23.6 eV/nm
GROWTH OF s COUPLING WHEN WAVEVECTORS DOUBLE (factor)
diamond 3.997; zinc blende 2.000; zinc blende at q=0 3.996
FROZEN MODE AT THERMAL AMPLITUDE, u ALONG z
rms u per component 5.31 pm
splitting of p-like triplet 724.0 meV
shift of s-like level 1.36 meV
s shift ratio for doubled u: 3.999
HOLE SCATTERING BY OPTICAL PHONONS
phonon occupation 0.0958
zero-point u^2 per component 23.70 pm^2
cell volume 0.03996 nm^3
density of states at 100 meV 2.608 /(eV nm^3)
hole at 40 meV: absorption 3.526e+12 1/s, emission 0 1/s
hole at 100 meV: absorption 4.616e+12 1/s
hole at 100 meV: emission 1.877e+13 1/s
thermal mean rate 7.203e+12 1/s; time 0.139 ps
SIZES OF NEGLECTED EFFECTS
s-like band mass 0.281 electron masses
s wavevectors before, after emission 0.859, 0.522 1/nm
s-like squared coupling / p-like (2D^2) 1.20e-04
p-like squared coupling at k=1/nm / at Gamma 0.920
rate factor if exponent is 3, not 2: 1.562
level width hbar*rate at 100 meV 15.40 meV
valence effective density of states 2.15e+19 1/cm^3
band-edge occupation at 1e+16 holes/cm^3: 4.7e-04
40 meV absorption rate at 400 K 7.052e+12 1/s
```
